# Mean Time for the Last Surface Site to React

In atomic layer deposition a precursor gas is admitted to a surface carrying a finite number of reactive sites. Each site reacts once, and the half-reaction stops when none is left. The average coverage approaches saturation exponentially, so the surface is nearly full after a few site lifetimes. How long, though, until the very last site has reacted, and does that time depend on the size of the surface?

Take \(N\) sites, all open at \(t=0\), on a flat surface with site density \(\sigma\). The gas is dilute, with constant pressure \(p\), temperature \(T_g\) and molecular mass \(m_g\). Its number density is \(n=p/(k_BT_g)\), and the flux onto the surface follows from the Maxwell distribution of the normal velocity \(v\):

\[
\Phi=n\int_0^\infty v\sqrt{\frac{m_g}{2\pi k_BT_g}}\,e^{-m_gv^2/(2k_BT_g)}\,dv
=n\sqrt{\frac{k_BT_g}{2\pi m_g}}=\frac{p}{\sqrt{2\pi m_gk_BT_g}} .
\]

Each site owns an area \(1/\sigma\) and is struck at rate \(\Phi/\sigma\). A strike on an open site causes reaction with probability \(s\); a strike on a reacted site does nothing. The rate per open site is therefore

\[
k=\frac{s\Phi}{\sigma}.
\]

In a short time \(dt\) an open site reacts with probability \(k\,dt\), whatever has happened before. Its probability \(P\) of being open obeys \(dP/dt=-kP\) with \(P(0)=1\), so \(P=e^{-kt}\). Strikes on different patches of surface are taken as independent, and \(s\) does not depend on the neighbours. The sites then have independent clocks.

Let \(T\) be the time of the last reaction. The event \(T\le t\) means that every site has reacted by \(t\), so the probabilities multiply:

\[
\Pr(T\le t)=\left(1-e^{-kt}\right)^N .
\]

Any positive time \(T\) is the integral over \(t\) of a function equal to one while \(t<T\) and zero afterwards. Averaging that integral gives the mean as the area under the survival probability:

\[
E[T]=\int_0^\infty\Pr(T>t)\,dt=\int_0^\infty\left[1-\left(1-e^{-kt}\right)^N\right]dt .
\]

Put \(u=1-e^{-kt}\). Then \(du=ke^{-kt}dt=k(1-u)\,dt\), and \(u\) runs from 0 to 1. The integrand becomes a finite geometric sum:

\[
E[T]=\frac1k\int_0^1\frac{1-u^N}{1-u}\,du
=\frac1k\sum_{j=0}^{N-1}\int_0^1u^j\,du
=\frac1k\sum_{m=1}^{N}\frac1m=\frac{H_N}{k}.
\]

This holds for every \(N\ge1\); \(H_N\) is the \(N\)th harmonic number.

The sum has a direct physical reading. While \(m\) sites are open, the chance that none reacts for a further time \(t\) is \((e^{-kt})^m=e^{-mkt}\). The wait for the next reaction is thus exponential, with mean \(1/(mk)\) and variance \(1/(mk)^2\). Since the remaining clocks have no memory, successive waits are independent, and

\[
E[T]=\sum_{m=1}^N\frac1{mk},\qquad
\operatorname{Var}T=\frac1{k^2}\sum_{m=1}^N\frac1{m^2}\longrightarrow\frac{\pi^2}{6k^2}
\quad(N\to\infty).
\]

The early reactions come in quick succession because many sites compete to be next. The final site alone takes a mean time \(1/k\), however large the surface was. A simulation that followed individual strikes on 30 sites, with 3 strikes per site per second and acceptance probability \(1/2\), gave a mean completion time of 2.671 s over 20000 runs, with standard error 0.006 s. The formula gives 2.663 s.

To extract the logarithm, define \(\gamma=\lim_{N\to\infty}(H_N-\ln N)\approx0.5772\). The distance from this limit is a sum of the remaining decreases of \(H_m-\ln m\):

\[
H_N-\ln N-\gamma=\sum_{m=N}^{\infty}\left[\ln\frac{m+1}{m}-\frac1{m+1}\right]
=\sum_{m=N}^{\infty}\int_0^1\frac{1-x}{(m+x)(m+1)}\,dx .
\]

The second form follows from \(\ln[(m+1)/m]=\int_0^1dx/(m+x)\). In the integrand, \(1/(m+x)\) lies between \(1/(m+1)\) and \(1/m\), while \(\int_0^1(1-x)dx=1/2\). Each term is therefore less than \(1/[2m(m+1)]\) and greater than \(1/[2(m+1)(m+2)]\). Both bounds telescope when summed, which also shows that the limit exists:

\[
\frac1{2(N+1)}<H_N-\ln N-\gamma<\frac1{2N}.
\]

At fixed \(\sigma\), \(N=\sigma A\) for area \(A\), and for large \(N\)

\[
E[T]\simeq\frac{\ln(\sigma A)+\gamma}{k}.
\]

A tenfold increase in area adds \(\ln10/k\). The mean coverage, by contrast, is \(1-e^{-kt}\) for any area, and reaches 99% at \(\ln100/k\). The two times answer different questions: coverage concerns a typical site, completion the slowest one. The mean number of open sites, \(Ne^{-kt}\), falls to one at \(t=\ln N/k\), which is the origin of the logarithm.

The spread about the mean matters if, within this model, a pulse is to close every site; practical pulses are instead set by saturation of the growth per cycle, which follows the coverage. Setting \(t=(\ln N+x)/k\) gives

\[
\Pr(T\le t)=\left(1-\frac{e^{-x}}N\right)^N\longrightarrow\exp(-e^{-x}).
\]

At the mean, \(x\to\gamma\), and the probability of completion is only \(\exp(-e^{-\gamma})=0.570\). For completion with probability \(1-\varepsilon\), take the \(N\)th root of \((1-e^{-kt})^N=1-\varepsilon\) and solve for \(t\):

\[
t_\varepsilon=-\frac1k\ln\left[1-(1-\varepsilon)^{1/N}\right]
\simeq\frac{\ln N+\ln(1/\varepsilon)}k ,
\]

where the last form needs large \(N\) and small \(\varepsilon\).

For numbers, take 0.1 Torr, 500 K, a molecular mass of 72 u, \(s=0.001\) and \(\sigma=4\ \mathrm{nm^{-2}}\). The flux is \(1.851\times10^5\ \mathrm{nm^{-2}\,s^{-1}}\), so

\[
k=\frac{0.001\times1.851\times10^5}{4}\ \mathrm{s^{-1}}=46.3\ \mathrm{s^{-1}},
\qquad \frac1k=21.6\ \mathrm{ms}.
\]

The mean coverage reaches 99% after 99.5 ms on every area. A square of side 100 nm has \(N=4\times10^4\) and \(H_N=11.17\), giving a mean completion time of 241 ms. For a 1 µm square the time is 341 ms, and for \(1\ \mathrm{cm^2}\) it is 739 ms. A 300 mm wafer has \(N=2.83\times10^{17}\) and \(H_N=40.76\), so

\[
E[T]=40.76\times21.61\ \mathrm{ms}\approx881\ \mathrm{ms}=0.881\ \mathrm{s}.
\]

Between the smallest square and the wafer the number of sites rises by nearly thirteen powers of ten, while the time rises by a factor of 3.6. Each power of ten costs 49.7 ms. The standard deviation is 27.7 ms, and completion with probability 99% needs 968 ms on the wafer.

These inputs are round values in the rough regime of trimethylaluminium reacting with hydroxylated alumina, where pulses from tens of milliseconds to seconds are a reasonable scale. The reaction probability is the least certain input, and \(E[T]\) varies inversely with it. Real surfaces break the assumption of identical, independent sites: local bonding differs, adsorbed groups crowd their neighbours, and one molecule can react with more than one hydroxyl group. Here \(N\) counts positions that can eventually react; permanently blocked ones are excluded. Trenches and precursor decomposition are also left out. The estimates below use illustrative parameters to show how far several neglected effects could move the wafer result, each taken separately.

Suppose first that a fraction \(f\) of the sites reacts at the lower rate \(bk\). The probability that all sites have reacted is now

\[
\Pr(T\le t)=\left(1-e^{-kt}\right)^{(1-f)N}\left(1-e^{-bkt}\right)^{fN}.
\]

If the slow group is large and almost certainly finishes last, the first factor is close to one at the times that matter. The earlier result then applies to \(fN\) sites of rate \(bk\):

\[
E[T]\simeq\frac{\ln(fN)+\gamma}{bk}.
\]

An extra barrier of 0.05 eV with an unchanged prefactor gives \(b=e^{-0.05\,\mathrm{eV}/(k_BT_g)}=0.313\) at 500 K, with the surface at the gas temperature. For \(f=0.01\), integrating the full survival probability gives 2493 ms, 2.8 times the uniform result. The coverage hardly notices: at 99.5 ms the open fraction is \(0.99\times0.01+0.01\times e^{-0.313\ln100}\approx0.012\) instead of 0.010. A small minority of slow sites can therefore control completion while leaving the coverage curve almost unchanged.

Crowding can be bounded without a detailed model. If each open site's rate stays between \(bk\) and \(k\), whatever its neighbours do, the total rate with \(m\) open sites lies between \(mbk\) and \(mk\). Each mean wait lies between \(1/(mk)\) and \(1/(mbk)\), and summing gives

\[
\frac{H_N}{k}\le E[T]\le\frac{H_N}{bk}.
\]

With \(b=0.313\) the upper bound for the wafer is 2810 ms. As a small case, consider a ring of 10 sites where each reacted neighbour multiplies the rate by \(\sqrt{0.3}\), so that \(b=0.3\) with both neighbours reacted. Solving for all occupation patterns gives a mean of \(7.87/k\), between the bounds \(2.93/k\) and \(9.76/k\).

The gas may also arrive late. For a local pressure \(p(t)\le p_0\), with \(k\) defined at the final pressure \(p_0\), a site is open with probability \(\exp[-k\int_0^t(p/p_0)dt']\). Define the delay \(\tau=\int_0^\infty(1-p/p_0)\,dt\). Since

\[
\int_0^t\frac{p}{p_0}\,dt'=t-\int_0^t\left(1-\frac p{p_0}\right)dt'\ge t-\tau,
\]

each site is at least as likely to have reacted as one whose exposure begins abruptly at \(\tau\). Completion is thus delayed on average by at most the largest \(\tau\) on the surface. Suppose the space above the wafer first holds an inert gas at total pressure \(p_0\), with molecules of the same mass and size as the precursor. The precursor replaces it by diffusion from the edge, at radius \(R\), where its partial pressure \(p\) is held at \(p_0\). The total pressure stays uniform, so the diffusion coefficient \(D\) is constant. Neglect consumption. The deficit \(w=1-p/p_0\) obeys \(\partial w/\partial t=D\nabla^2w\), starts at one and ends at zero. Integrating over time gives \(-1=D\nabla^2\tau\), with \(\tau(R)=0\). For a disc,

\[
\frac1r\frac{d}{dr}\left(r\frac{d\tau}{dr}\right)=-\frac1D
\quad\Rightarrow\quad
\frac{d\tau}{dr}=-\frac r{2D}
\quad\Rightarrow\quad
\tau(r)=\frac{R^2-r^2}{4D},
\]

where regularity at the centre removed one integration constant. The estimate \(D\approx\lambda\bar v/3\), with mean free path \(\lambda\), mean speed \(\bar v\) and an assumed molecular diameter of 0.6 nm, gives about \(410\ \mathrm{cm^2/s}\). The central delay is then about 136 ms, or 15% of the ideal completion time. That figure is the upper bound; sites nearer the edge are delayed less, and the mean completion time of the whole disc rises by about 96 ms, or 11%. This is only an order of magnitude: for hard spheres of this size, the first-order kinetic theory of gases gives a \(D\) larger by a factor \(9\pi/16\approx1.8\), and a delay near 77 ms. Consumption acts the other way. Let the gas space have height \(h\), let only the wafer react (an equally reactive ceiling would double the term \(\sigma/(nh)\) below), and let each site take up one precursor molecule and release one product molecule of the same mass and size. The surface then removes \(\sigma\) precursor molecules per unit area while the gas space fills with \(nh\), so the delay grows by the factor \(1+\sigma/(nh)\). If no product is released, the uptake draws gas inward and the delay grows by less. Neglecting consumption therefore requires \(h\gg\sigma/n\), which is about 2 mm here. Gas flow or a different background gas would also change the figure.

If the gas is instead well mixed but sealed in a fixed volume, the reaction depletes it. Let \(r_c<1\) be the fraction consumed when all sites have reacted, one molecule per site. With \(m\) sites left, the rate per site is \(k(a+r_cm/N)\), where \(a=1-r_c\). Partial fractions give

\[
E[T]=\frac1k\sum_{m=1}^N\frac1{m(a+r_cm/N)}
=\frac1{ka}\left[H_N-\sum_{m=1}^N\frac{r_c/N}{a+r_cm/N}\right].
\]

For large \(N\) the last sum becomes \(\int_0^1r_c\,dx/(a+r_cx)=-\ln a\), so \(E[T]\simeq(H_N+\ln a)/(ka)\). If only the wafer takes up gas, one litre at the stated conditions has \(r_c=0.146\), and the mean becomes 1028 ms, 17% longer than at constant pressure. Reactor walls are usually coated as well; an equal reactive wall area gives \(r_c=0.293\) and a wafer time of about 1235 ms, 40% longer. Replenishing the gas reduces this effect.

A more basic limit appears if reacted sites can reopen, at rate \(q\). The time until every site has reacted at least once still has mean \(H_N/k\), since first reactions are unaffected. The first moment at which all sites are closed together is another matter. Write \(\Lambda=k+q\) and \(\rho=q/k\). Solving the two-state rate equation for each site gives the probabilities that all are closed at \(t\), starting from all closed or all open:

\[
P_c(t)=\left(\frac{k+qe^{-\Lambda t}}\Lambda\right)^N,\qquad
P_o(t)=\left(\frac{k(1-e^{-\Lambda t})}\Lambda\right)^N .
\]

Both tend to \(\pi_c=(k/\Lambda)^N\). Let \(T_c\) be the first time that all are closed, starting from all open. After \(T_c\) the probability follows \(P_c(t-T_c)\); before it, it is zero. The area of \(P_o-\pi_c\) is therefore that of \(P_c-\pi_c\) minus \(\pi_cE[T_c]\). Hence, with \(x=e^{-\Lambda t}\),

\[
E[T_c]=\frac1{\pi_c}\int_0^\infty(P_c-P_o)\,dt
=\frac1\Lambda\int_0^1\frac{(1+\rho x)^N-(1-x)^N}{x}\,dx .
\]

Subtracting and adding one in the numerator separates the integral. The part with \(1-(1-x)^N\) is \(H_N\), by \(u=1-x\); the other follows from the binomial expansion:

\[
E[T_c]=\frac1{k+q}\left[H_N+\sum_{j=1}^N\binom Nj\frac{\rho^j}{j}\right].
\]

For large \(N\) at fixed \(c=Nq/k\), the sum tends to \(\sum_jc^j/(j\,j!)\). It is about \(c\) when \(c\ll1\). Because \(j\,j!\le(j+1)!\), it is at least \((e^c-1-c)/c\), so it grows exponentially when \(c\) is large. The logarithmic law for simultaneous closure therefore holds when \(Nq/k\ll1\), and fails once this sum is no longer small beside \(H_N\).

For a reopening barrier of 2 eV and an attempt rate of \(10^{13}\ \mathrm{s^{-1}}\), \(q=6.9\times10^{-8}\ \mathrm{s^{-1}}\) at 500 K. The 1 µm square has \(Nq/k=0.006\), so reopening is negligible there. The value reaches one at an area of about \(167\ \mathrm{µm^2}\), and for the wafer it is \(4.2\times10^8\). In this model the wafer then keeps hundreds of millions of open sites on average, although they are a tiny fraction of the total. Bringing \(Nq/k\) down to one on the wafer would take a barrier of 2.86 eV; the extra sum is then 1.32, about 3% of \(H_N\), and it becomes comparable with \(H_N\) near \(Nq/k\approx5\). The numerical output lists the inputs and the main results.

## Values computed for the example and the checks

```
TESTS (simulation rate in 1/s)
Simulated sites: 30; runs: 20000; rate: 1.50 1/s
Simulated mean: 2.6708 s; standard error: 0.0060 s
Harmonic formula for that mean: 2.6633 s
Simulated variance: 0.7320 s2
Variance formula: 0.7165 s2
Completion probability at mean, N=1e6: 0.5704
Ring of 10, independent: 2.9290 (units 1/k)
Ring of 10, final rate factor 0.3: 7.8681 (units 1/k)
40 sites, q/k=0.05, all closed: 7.4873 (units 1/k)
EXAMPLE INPUTS (round model values)
Pressure: 0.1 Torr; temperature: 500 K
Molecular mass: 72 u; reaction probability: 0.001
Site density: 4.0 1/nm2
EXAMPLE RESULTS
Molecular flux: 1.8514e+05 1/(nm2 s)
Site rate k: 46.285 1/s; mean site time: 21.606 ms
Time to 99% mean coverage: 99.50 ms
100 nm square: N=4.0000e+04; H_N=11.1739; mean=241.42 ms
1 um square: N=4.0000e+06; H_N=15.7790; mean=340.91 ms
1 cm2: N=4.0000e+14; H_N=34.1997; mean=738.90 ms
300 mm wafer: N=2.8274e+17; H_N=40.7605; mean=880.65 ms
Added time per tenfold area: 49.75 ms
Large-N standard deviation: 27.71 ms
Wafer pulse for 99% completion probability: 967.57 ms
NEGLECTED EFFECTS, 300 mm WAFER
Molecular diameter input: 0.6 nm
Mean free path: 0.324 mm
Diffusion coefficient estimate: 413.8 cm2/s
Diffusion delay at centre: 135.9 ms
Closed gas volume input: 1.0 L
Fraction of gas consumed: 0.1464
Mean with depletion: 1027.7 ms
Slow fraction: 0.01; barrier: 0.05 eV
Slow-site rate factor b: 0.3133
Mean with slow sites: 2493.0 ms
Upper bound with crowding: 2810.5 ms
Reopening barrier: 2.0 eV; attempt rate: 1e+13 1/s
Reopening rate q: 6.932e-08 1/s
Site number at which Nq/k=1: 6.676e+08
Area at which Nq/k=1: 166.91 um2
Nq/k for 1 um square: 5.991e-03
Nq/k for wafer: 4.235e+08
Barrier giving Nq/k=1 on wafer: 2.856 eV
```
